Elastic and Inelastic Resonance Fluorescence of a Two-Level Emitter

**Problem**

A two-level emitter at rest, with ground state |g⟩, excited state |e⟩ and transition frequency ω0, is driven by a monochromatic classical field E0 cos(ω_L t). It loses energy only by spontaneous emission from |e⟩ to |g⟩, at the rate Γ, into an electromagnetic field that is otherwise empty. A detector in the far field, outside the incident beam, records the steady scattered light.

Hartree atomic units are used, so ħ = 1. The transition dipole is taken to be a real vector parallel to the driving field, with length d > 0, so that the same d fixes both the coupling to the drive and the decay rate in part (d). Define

Δ = ω_L − ω0,  Ω = d E0,  s = (Ω²/2)/(Δ² + Γ²/4).

The frequencies Ω, |Δ| and Γ are all much smaller than ω0. Intensities are given in units of the intensity that a fully excited emitter would send to the same detector.

(a) Split the scattered intensity into an elastic part, at the laser frequency and with zero width, and an inelastic part.

(b) Find the elastic fraction as a function of s.

(c) For which s is the elastic intensity largest, and how large is it?

(d) For a model emitter with ω0 = 0.1 and d = 1 atomic units, find the incident intensity that produces this maximum on resonance, and the elastic power.

**First estimate by scaling**

Take Δ = 0, so that s = 2Ω²/Γ². The elastic light comes from the mean oscillating dipole. Let C be the size of the mean coherence between the two levels; the elastic intensity is then C². The total intensity is the excited population p.

For a weak drive the emitter stays almost entirely in the ground state. The field builds up coherence at the rate Ω/2, and damping removes it at the rate (Γ/2)C. Balance gives C ≈ Ω/Γ, hence

elastic ≈ Ω²/Γ² = s/2  (s ≪ 1).

For a strong drive the two populations become nearly equal, p ≈ 1/2. The emitter then radiates Γ/2 photons per unit time, and the field must replace them by doing work on the mean dipole. On resonance this work supplies ΩC photons per unit time, as the equations of motion below confirm. From ΩC ≈ Γ/2 it follows that

elastic ≈ Γ²/(4Ω²) = 1/(2s)  (s ≫ 1).

The elastic intensity therefore rises at first and falls later. The two estimates meet where s/2 = 1/(2s), which is at s = 1, with the common value 1/2. This suggests a maximum near s = 1, but neither estimate is justified there, so its height is uncertain.

**Exact solution within the model**

*The detected field.* Let σ = |g⟩⟨e|, so that σ†σ = |e⟩⟨e| and p = ⟨σ†σ⟩. In the Heisenberg picture the field obeys Maxwell's equations with the emitter's dipole as source. The far field is proportional to the second time derivative of the dipole at the retarded time. Its positive-frequency part comes from σ, which oscillates close to ω_L, so the derivative supplies a factor very close to −ω_L². Thus

E⁺(r,t) = E⁺_free(r,t) + f(r) σ(t − r/c),

where f(r) contains the dipole pattern and the decrease with distance. The detector measures ⟨E⁻E⁺⟩, with E⁻ the adjoint of E⁺. Outside the beam E⁺_free acts on the vacuum and gives zero. The intensity is then |f|²⟨σ†σ⟩, or simply p in the chosen unit. Because f(r) is common to all the scattered light, the elastic fraction does not depend on direction.

*The Hamiltonian.* The phase of |e⟩ can be chosen so that the dipole operator along the field is D = −d(σ + σ†). The interaction −D E0 cos(ω_L t) is then +Ω(σ + σ†)cos(ω_L t). In a frame rotating at ω_L, half of each term is constant and half oscillates at 2ω_L. Dropping the fast half is the rotating-wave approximation, and leaves

H = −Δ σ†σ + (Ω/2)(σ + σ†).

From here on σ refers to this frame. The main effect of the dropped terms is to raise the resonance frequency by about Ω²/(4ω0). This shift can be ignored while it is small compared with √(Δ² + Γ²/4), which on resonance means Ω² ≪ Γω0, a stronger condition than Ω ≪ ω0. Beyond that, Δ must be counted from the shifted resonance. For the emitter of part (d) the shift is negligible near s = 1, but at Ω = 2 × 10⁴Γ and ω_L = ω0 it already doubles the small elastic intensity.

*Equations of motion.* In the Born-Markov approximation, spontaneous emission gives for any emitter operator A

d⟨A⟩/dt = i⟨[H,A]⟩ + Γ⟨σ†Aσ − (σ†σA + Aσ†σ)/2⟩.

For A = σ we need [σ†σ,σ] = −σ and [σ†,σ] = 2σ†σ − 1. In the damping term σσ = 0 and σσ†σ = σ, so only −(Γ/2)σ survives:

d⟨σ⟩/dt = (iΔ − Γ/2)⟨σ⟩ + i(Ω/2)(2p − 1).

For A = σ†σ we need [σ,σ†σ] = σ and [σ†,σ†σ] = −σ†. The drive contributes i(Ω/2)(⟨σ⟩ − ⟨σ⟩*) = −Ω Im⟨σ⟩, and the damping contributes −Γp:

dp/dt = −Γp − Ω Im⟨σ⟩.

The term −Ω Im⟨σ⟩ is the rate at which photons are taken from the drive. On resonance ⟨σ⟩ will turn out to be purely imaginary, so this rate is Ω|⟨σ⟩|, as used in the estimate.

*Separating the two parts.* Write σ = ⟨σ⟩ + δσ, where ⟨σ⟩ is the steady-state mean and ⟨δσ⟩ = 0. The cross terms vanish on averaging, and

p = |⟨σ⟩|² + ⟨δσ†δσ⟩.

To see that the first term is the elastic intensity, consider the correlation G(τ) = ⟨σ†(0)σ(τ)⟩ and the spectrum

S(ν) = (1/2π) ∫ G(τ) e^{iντ} dτ,

with the integral over all τ and ν measured from ω_L. The area under S is G(0) = p. In the Born-Markov approximation, G(τ) for τ > 0 is found by letting the operator X = ρσ† evolve as a density matrix would, where ρ is the steady state, and then taking the trace with σ. If every traceless deviation from the steady state dies out, X tends to ρ Tr X = ρ⟨σ⟩*, and therefore

G(τ) → |⟨σ⟩|²  for τ → ∞.

The deviations do die out. Let a Hermitian traceless deviation have coherence z and population difference w (excited minus ground). Since 2p − 1 is the population difference, the equations of motion without their constant term read

dz/dt = (iΔ − Γ/2)z + i(Ω/2)w,
dw/dt = −Γw − 2Ω Im z.

From the first, d|z|²/dt = −Γ|z|² + Ωw Im z. From the second, d(w²/4)/dt = −Γw²/2 − Ωw Im z. The drive terms cancel in the sum:

d(|z|² + w²/4)/dt = −Γ|z|² − Γw²/2 ≤ −Γ(|z|² + w²/4).

Deviations thus decay at least as fast as exp(−Γt/2). A non-Hermitian deviation, such as X − ρ Tr X, is a Hermitian one plus i times another, so it decays too.

The constant |⟨σ⟩|² in G(τ) transforms into |⟨σ⟩|² δ(ν), a line of zero width at the laser frequency. The decaying remainder transforms into a spectrum of finite width and area p − |⟨σ⟩|². This answers (a): the mean dipole radiates the elastic light, and the fluctuations of the dipole radiate the inelastic light.

*Steady state.* Setting d⟨σ⟩/dt = 0 gives

⟨σ⟩ = i(Ω/2)(1 − 2p)/(iΔ − Γ/2).

Multiply numerator and denominator by (−iΔ − Γ/2). The denominator becomes Δ² + Γ²/4, and i(−iΔ − Γ/2) = Δ − iΓ/2, so

⟨σ⟩ = (Ω/2)(1 − 2p)(Δ − iΓ/2)/(Δ² + Γ²/4).

The condition dp/dt = 0 reads Γp = −Ω Im⟨σ⟩. Inserting the imaginary part,

Γp = (Ω²Γ/4)(1 − 2p)/(Δ² + Γ²/4) = Γ(s/2)(1 − 2p).

Hence p(1 + s) = s/2, and

total = p = s/[2(1 + s)],  1 − 2p = 1/(1 + s).

For the elastic part, |Δ − iΓ/2|² = Δ² + Γ²/4 cancels one power of the denominator:

elastic = |⟨σ⟩|² = (Ω²/4)(1 − 2p)²/(Δ² + Γ²/4) = (s/2)(1 − 2p)² = s/[2(1 + s)²].

The difference is

inelastic = s/[2(1 + s)] − s/[2(1 + s)²] = s[(1 + s) − 1]/[2(1 + s)²] = s²/[2(1 + s)²].

Dividing the elastic part by the total answers (b):

elastic fraction = 1/(1 + s).

This fraction equals 1 − 2p, the ground population minus the excited population. For s ≪ 1 the emitter acts as a linear oscillator and nearly all the light is elastic; the inelastic part, about s²/2, grows as the square of the incident intensity. For s ≫ 1 the total approaches 1/2 and nearly all of it is inelastic.

*The maximum.* Differentiate the elastic intensity with respect to s:

d/ds {s/[2(1 + s)²]} = [(1 + s)² − 2s(1 + s)]/[2(1 + s)⁴] = (1 − s)/[2(1 + s)³].

The derivative is positive for s < 1 and negative for s > 1. The elastic intensity therefore has a single maximum, at s = 1, with the value 1/8. The inelastic intensity there is also 1/8, and p = 1/4. This answers (c). Beyond s = 1 a stronger drive reduces the mean dipole, because the factor (1 − 2p)² falls faster than s grows.

The numerical steady state of the master equation on resonance gives

```
   s    total   elastic  inelastic  fraction
  0.1   0.0455   0.0413    0.0041    0.909
  0.5   0.1667   0.1111    0.0556    0.667
  1.0   0.2500   0.1250    0.1250    0.500
  2.0   0.3333   0.1111    0.2222    0.333
 10.0   0.4545   0.0413    0.4132    0.091
```

The elastic values at s and 1/s agree, since s/(1 + s)² is unchanged when s is replaced by 1/s.

The numerical check also tests the spectral meaning of the splitting. For Ω = Γ and Δ = 0.7Γ, where s = 0.676, the correlation at long delay is 0.1203, and the area of the inelastic spectrum, found by integration over frequency, is 0.0813. The formulas for the two parts give the same numbers.

**Numbers for the model emitter**

The decay rate follows from the golden rule. It involves the full length of the dipole vector, which equals the d in Ω = dE0 because the dipole is parallel to the driving field. A mode of frequency ω in a volume V has the vacuum energy ω/2, half of it electric, so ⟨E²⟩V/(8π) = ω/4 and ⟨E²⟩ = 2πω/V. The squared coupling to the emitter is (2πω/V)d² times the squared cosine of the angle between polarization and dipole. For a propagation direction at angle θ to the dipole, the two polarizations together give sin²θ, whose integral over all directions is 8π/3. The number of modes per unit frequency and solid angle, for each polarization, is Vω²/[(2π)³c³]. Hence

Γ = 2π · 2πω0d² · ω0²/(8π³c³) · 8π/3 = 4ω0³d²/(3c³).

With c = 137.036,

Γ = 4 × 0.1³ × 1²/(3 × 137.036³) = 5.181 × 10⁻¹⁰ a.u. = 2.142 × 10⁷ s⁻¹.

On resonance s = 2Ω²/Γ² = 1 requires Ω = Γ/√2 = 3.664 × 10⁻¹⁰ a.u. Since d = 1, the field amplitude E0 has the same numerical value. The incident intensity, averaged over a period, is

I = cE0²/(8π) = 137.036 × (3.664 × 10⁻¹⁰)²/(8π) = 7.319 × 10⁻¹⁹ a.u. = 47.1 W/m².

The emitter radiates Γp photons per unit time, each with an energy very close to ω_L. The elastic share of the power is ω_LΓ|⟨σ⟩|², and its largest value on resonance is

P = 0.1 × 5.181 × 10⁻¹⁰ × 0.125 = 6.477 × 10⁻¹² a.u. = 1.167 × 10⁻¹² W.

This completes (d).

**Comparison of the estimate with the solution**

The scaling estimate puts the maximum at the correct s, but its height of 1/2 is four times the true value of 1/8. Both branches fail by this factor at s = 1, for different reasons. The weak-drive branch leaves out (1 − 2p)², which is 1/4 there. The strong-drive branch assumes p = 1/2, whereas p = 1/4; the energy balance makes the coherence proportional to p, so its square is again too large by a factor of four.

Each branch improves only on its own side of s = 1: the weak-drive branch as s decreases, the strong-drive branch as s increases. The weak-drive estimate exceeds the solution by the factor (1 + s)², and the strong-drive estimate by (1 + 1/s)². At s = 0.1 and at s = 10 the appropriate branch gives 0.05 against 0.0413, an excess of 21% relative to the solution.

**What changes under other conditions**

*Detuning.* The total, elastic and inelastic intensities depend on drive and detuning through s alone. At Δ = Γ, the condition s = 1 requires Ω² = 2(Γ² + Γ²/4) = 2.5Γ², or Ω = 1.581Γ. This is five times the incident intensity needed on resonance, and the maximum is again 0.125.

If instead the laser frequency is scanned at fixed drive, let s0 = 2Ω²/Γ² be the value of s on resonance. Then s = s0/(1 + 4Δ²/Γ²). For s0 > 1 the scan passes through s = 1 at

Δ = ±(Γ/2)√(s0 − 1),

and the elastic intensity has two maxima with a dip between them. For s0 = 5 they lie at Δ = ±Γ with height 0.125, while the value on resonance is 0.069. For s0 ≤ 1 the elastic intensity rises with s throughout the scan, so its one maximum is on resonance; for s0 = 0.5 it is 0.111, and the value 1/8 is not reached.

*Pure dephasing.* Suppose that fluctuations of the transition frequency, with a correlation time short compared with 1/Γ, 1/γ_φ, 1/Ω and 1/|Δ|, add a rate γ_φ to the decay of the coherence, so that Γ/2 is replaced by γ = Γ/2 + γ_φ in the equation for ⟨σ⟩. The population equation is unchanged, and deviations still die out, since dephasing only adds to the loss of |z|². The steady state becomes

⟨σ⟩ = (Ω/2)(1 − 2p)(Δ − iγ)/(Δ² + γ²).

The population balance is now Γp = (Ω²γ/2)(1 − 2p)/(Δ² + γ²). It keeps the form p = (s/2)(1 − 2p) if s is redefined as

s = Ω²γ/[Γ(Δ² + γ²)].

Then Ω²/(Δ² + γ²) = sΓ/γ, and

elastic = (Ω²/4)(1 − 2p)²/(Δ² + γ²) = (Γ/2γ) · s/[2(1 + s)²],

elastic fraction = (Γ/2γ)/(1 + s).

As the drive is varied at fixed γ, the maximum stays at s = 1, but its height is multiplied by Γ/(2γ). For γ_φ = Γ/2, so that γ = Γ, the largest elastic intensity is 0.0625 and the elastic fraction there is 0.25. The law 1/(1 + s) thus requires γ = Γ/2, that is, a coherence damped only through the decay of the excited population. Even for a very weak drive, an emitter dephased in this way scatters part of the light inelastically. This holds only while |Δ| stays below the inverse correlation time of the fluctuations; at larger detunings a constant γ_φ no longer describes them, and the weak-drive elastic fraction returns towards 1.

Computed values

```
Model emitter, resonant drive
transition frequency = 0.100 a.u.
transition dipole = 1.000 a.u.
speed of light = 137.036 a.u.
decay rate Gamma = 5.1813e-10 a.u. = 2.1420e+07 1/s
best Rabi frequency / Gamma = 0.7071 (dimensionless)
best Rabi frequency = 3.6637e-10 a.u.
s at the elastic maximum = 1.0000 (dimensionless)
field amplitude = 3.6637e-10 a.u.
incident intensity = 7.3187e-19 a.u. = 47.106 W/m^2
largest elastic intensity = 0.12500 (fully excited emitter = 1)
largest elastic power = 6.4766e-12 a.u. = 1.1673e-12 W
Resonant table: s, total, elastic, inelastic, elastic fraction (dimensionless)
  0.1 0.04545 0.04132 0.00413 0.90909
  0.5 0.16667 0.11111 0.05556 0.66667
  1.0 0.25000 0.12500 0.12500 0.50000
  2.0 0.33333 0.11111 0.22222 0.33333
  5.0 0.41667 0.06944 0.34722 0.16667
 10.0 0.45455 0.04132 0.41322 0.09091
Spectrum: Rabi/Gamma, detuning/Gamma, s, late correlation, inelastic area
0.30 0.00 0.18000 0.064637 0.011635
1.00 0.70 0.67568 0.120317 0.081296
2.50 -1.20 1.84911 0.113897 0.210609
4.00 0.40 19.51220 0.023187 0.452437
detuning Gamma: best Rabi / Gamma = 1.5811 (dimensionless)
detuning Gamma: largest elastic intensity = 0.12500 (dimensionless)
detuning Gamma: incident intensity / resonant = 5.0000
scan with resonant s = 5.0: number of maxima = 2
their detuning / Gamma = +/- 1.0000 (dimensionless)
elastic intensity there = 0.12500 (dimensionless)
elastic intensity at resonance = 0.06944 (dimensionless)
scan with resonant s = 0.5: number of maxima = 1
elastic intensity at that maximum = 0.11111 (dimensionless)
pure dephasing rate / Gamma = 0.50 (dimensionless)
dephased: best Rabi / Gamma = 1.0000 (dimensionless)
dephased: s at the maximum = 1.0000
dephased: largest elastic intensity = 0.06250 (dimensionless)
dephased: elastic fraction there = 0.25000 (dimensionless)
```
